# Why a Unitary Scattering Matrix Does Not Validate a Device Grid

**Q:** I compute transmission through a tunnel barrier on a grid. My scattering matrix satisfies $S^\dagger S=1$ to about fourteen decimals, so reflection and transmission add up to one. I take that as proof that the grid is fine enough and the Hamiltonian is right. Why would I spend time on finer grids?

**A:** Let us see what your unitarity depends on. Which equations do you solve?

**Q:** Hartree atomic units, mass 1, spacing $a$. I replace $-\tfrac12\psi''$ by $-(\psi_{j+1}-2\psi_j+\psi_{j-1})/(2a^2)$, which gives

$$(2t+V_j)\psi_j-t\psi_{j+1}-t\psi_{j-1}=E\psi_j,\qquad t=\frac{1}{2a^2}.$$

The leads are the same chain continued to infinity, with constant potential $U$.

**A:** In a lead, $\psi_j\propto e^{\pm i\varphi j}$ with $\varphi=ka$ gives $E-U=2t(1-\cos\varphi)$. I assume $E$ is real and inside both lead bands, $0<E-U<4t$. The group velocity is $dE/dk=2ta\sin\varphi$.

Count sites outward from an end site of the device by $s=0,1,2,\dots$. The lead wave is $p\,e^{-i\varphi s}+q\,e^{i\varphi s}$, with $p$ incoming and $q$ outgoing. The lead equation at $s=1$ contains the value at $s=0$, so the form holds there too, and $\psi_{\rm end}=p+q$. One site further out,

$$\psi(1)=p\,e^{-i\varphi}+(\psi_{\rm end}-p)e^{i\varphi}=e^{i\varphi}\psi_{\rm end}-2ip\sin\varphi .$$

Let $H$ be the matrix of the device sites alone. The equation at the end site is $E\psi_{\rm end}-(H\psi)_{\rm end}+t\psi(1)=0$. Inserting $\psi(1)$ and moving the source to the right gives

$$E\psi_{\rm end}-(H\psi)_{\rm end}-\Sigma\,\psi_{\rm end}=i\Gamma p,\qquad \Sigma=-te^{i\varphi},\quad \Gamma=2t\sin\varphi .$$

Since $\Sigma-\Sigma^*=-2it\sin\varphi$, we have $\Gamma=i(\Sigma-\Sigma^*)$. The velocity is $a\Gamma$, so flux-normalised amplitudes are $\sqrt\Gamma\,p$ and $\sqrt\Gamma\,q$. Collect them for the two leads in vectors $\alpha$ and $\beta$. Let $W$ have one column per lead, with $\sqrt\Gamma$ at that lead's end site and zeros elsewhere. From here on $\Sigma$ and $\Gamma$ are matrices on the device sites, with $WW^\dagger=\Gamma$. Then

$$\psi=iGW\alpha,\qquad G=(E-H-\Sigma)^{-1},$$

provided the inverse exists. For Hermitian $H$ it fails only if a state at energy $E$ is decoupled from the leads; with gain in $H$ it can also fail for a state that is coupled to them. The relation $\psi_{\rm end}=p+q$ becomes $W^\dagger\psi=\alpha+\beta$, so $\beta=S\alpha$ with

$$S=-1+iW^\dagger GW .$$

**Q:** That is my matrix. Where does unitarity come from?

**A:** From subtracting two inverses. For real $E$,

$$(G^\dagger)^{-1}-G^{-1}=H-H^\dagger+\Sigma-\Sigma^\dagger=H-H^\dagger-i\Gamma .$$

Multiply by $G^\dagger$ on the left and $G$ on the right:

$$G-G^\dagger=G^\dagger(H-H^\dagger)G-iG^\dagger\Gamma G .$$

Multiplying by $i$ and rearranging gives $G^\dagger\Gamma G=i(G-G^\dagger)-iG^\dagger(H-H^\dagger)G$. Now expand the product:

$$S^\dagger S=(-1-iW^\dagger G^\dagger W)(-1+iW^\dagger GW)=1-iW^\dagger(G-G^\dagger)W+W^\dagger G^\dagger\Gamma GW .$$

The first part of $G^\dagger\Gamma G$ cancels the middle term, leaving

$$S^\dagger S-1=-iW^\dagger G^\dagger(H-H^\dagger)GW .$$

If $H=H^\dagger$, the right side is zero. Which property of your barrier did I use?

**Q:** None. You used Hermiticity, real energy and the lead solution. But surely a bad grid spoils one of those?

**A:** No. With your symmetric stencil, a coarse grid gives a smaller matrix, which is still Hermitian. The lead waves solve the discrete lead equation for any $a$ that keeps $E$ inside the lead bands, whose width is $4t=2/a^2$. You have current conservation for the lattice model you typed in, and the identity does not ask which differential equation that model was meant to approximate.

As an extreme case I filled a six-site device with random complex numbers, made the matrix Hermitian, and attached leads with $t=0.5$ hartree, the right one shifted by $-0.3$ hartree. At $E=0.1$ hartree the transmission is 0.22, and the largest element of $|S^\dagger S-1|$, which I will call the defect, is $4\times10^{-16}$. That device represents nothing, and its scattering matrix is unitary to rounding error.

**Q:** A random matrix is not my barrier. How wrong can a sensible Hamiltonian be while the sum stays at one?

**A:** Take a rectangular barrier, since both the continuum and the grid can be solved by hand. Let its height be $V_0$ and its width $d$, with $E<V_0$ and zero potential outside. Define $k^2=2E$ and $\kappa^2=2(V_0-E)$.

In the continuum, let the transmitted wave be $\tau e^{ik(x-d)}$. Continuity of $\psi$ and $\psi'$ at $x=d$ fixes the wave inside:

$$\psi(x)=\tau\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].$$

On the left, $\psi=e^{ikx}+re^{-ikx}$, so $\psi(0)+\psi'(0)/(ik)=2$. Inserting the inside wave at $x=0$,

$$2=\tau\left[2\cosh\kappa d+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa d\right].$$

Take the squared modulus, and use $\cosh^2=1+\sinh^2$ and $1+\tfrac14(\kappa/k-k/\kappa)^2=\tfrac14(\kappa/k+k/\kappa)^2$. With $k^2+\kappa^2=2V_0$ and $k^2\kappa^2=4E(V_0-E)$, the transmission $T=|\tau|^2$ obeys

$$\frac1T=1+\frac{V_0^2\sinh^2\kappa d}{4E(V_0-E)} .$$

**Q:** And on the grid?

**A:** Put $N=d/a$ sites in the barrier, numbered 1 to $N$, with the edges midway between sites. Inside, the solutions are $e^{\pm\theta j}$ with $V_0-E=2t(\cosh\theta-1)$. The transmitted wave sets $\psi_N=\tau$ and $\psi_{N+1}=\tau e^{i\varphi}$. Write $s_m=\sinh m\theta$. The inside solution with these two values is

$$\psi_{N+1-m}=\tau\,\frac{s_m-e^{i\varphi}s_{m-1}}{s_1},$$

as $m=0$ and $m=1$ confirm. On the left, $\psi_1=1+r$ and $\psi_0=e^{-i\varphi}+re^{i\varphi}$, so $e^{i\varphi}\psi_1-\psi_0=2i\sin\varphi$. Insert $m=N$ and $m=N+1$:

$$2i\sin\varphi\,\sinh\theta=\tau e^{i\varphi}\left[2s_N-e^{i\varphi}s_{N-1}-e^{-i\varphi}s_{N+1}\right].$$

With $s_{N\pm1}=s_N\cosh\theta\pm\cosh N\theta\,\sinh\theta$, the bracket becomes

$$2(1-\cos\varphi\cosh\theta)s_N+2i\sin\varphi\sinh\theta\cosh N\theta .$$

Take squared moduli, divide by $4\sin^2\varphi\sinh^2\theta$ and replace $\cosh^2N\theta$ by $1+s_N^2$. The coefficient of $s_N^2$ then has the numerator

$$\sin^2\varphi\sinh^2\theta+(1-\cos\varphi\cosh\theta)^2=(\cosh\theta-\cos\varphi)^2=\left(\frac{V_0}{2t}\right)^2 .$$

The first equality follows by writing $\sin^2\varphi=1-\cos^2\varphi$ and $\sinh^2\theta=\cosh^2\theta-1$. The second adds the two energy relations. Hence

$$\frac1{T_a}=1+\frac{V_0^2\sinh^2N\theta}{4t^2\sin^2\varphi\,\sinh^2\theta}.$$

**Q:** Give me numbers.

**A:** Choose $V_0=0.5$ hartree, $d=4$ bohr, $E=0.1$ hartree. Then $\kappa=0.894$ bohr$^{-1}$, and the continuum value is

$$\frac1T=1+\frac{0.25\,\sinh^2(3.578)}{0.16},\qquad T=0.0019975 .$$

Now be reckless and use one site for the whole barrier, $a=4$ bohr. Then $t=1/32$ hartree, $\cos\varphi=1-1.6=-0.6$ and $\sin^2\varphi=0.64$. For $N=1$ the $\sinh$ factors cancel:

$$\frac1{T_a}=1+\frac{0.25}{4(1/32)^2(0.64)}=101 .$$

So $T_a=1/101$ and $R_a=100/101$. They add to one, and the transmission is five times too large. The finer grids follow from solving the lattice scattering equations as a linear system:

| $a$ (bohr) | $T_a$ | error relative to $T$ |
|---|---|---|
| 4 | 0.00990 | 396% |
| 2 | 0.00588 | 194% |
| 1 | 0.00283 | 42% |
| 0.5 | 0.00220 | 9.9% |
| 0.25 | 0.00205 | 2.4% |
| 0.125 | 0.00201 | 0.6% |

The largest defect on the six grids is $3.1\times10^{-14}$. The error in $R$ is the negative of the error in $T$, so the sum cannot show it.

**Q:** The error drops by about four per halving at the end. Can I rely on that?

**A:** For this barrier, yes, once $a$ is small and as long as the edges stay midway between sites. If sites fall on both edges and carry the full $V_0$, the barrier is effectively one spacing too wide, and the error only about halves per halving. For edges midway between sites, start from the energy relations. From $1-\cos\varphi=E/2t$ we get $\sin^2\varphi=(E/t)(1-E/4t)$, and likewise $\sinh^2\theta=\frac{V_0-E}{t}\left(1+\frac{V_0-E}{4t}\right)$. Since $1/(4t)=a^2/2$,

$$\frac1{T_a}-1=\frac{V_0^2\sinh^2N\theta}{4E(V_0-E)(1-k^2a^2/4)(1+\kappa^2a^2/4)} .$$

Also $2\sinh^2(\theta/2)=\cosh\theta-1=\kappa^2a^2/2$, so $\theta=2\,\mathrm{arcsinh}(\kappa a/2)$ and $N\theta=\kappa d\,(1-\kappa^2a^2/24+\dots)$. To order $a^2$, the factor $\sinh^2N\theta$ changes by the relative amount $-\kappa^3d\coth(\kappa d)\,a^2/12$, and the denominator contributes $+(k^2-\kappa^2)a^2/4$. With $F=1/T-1$, this reads $F_a=F(1-Ca^2)$, where

$$C=\frac{\kappa^3d\coth\kappa d}{12}+\frac{\kappa^2-k^2}{4}.$$

Because $T=1/(1+F)$, a small change gives $\delta T=-T^2\,\delta F=T^2F\,Ca^2$, and $TF=1-T$. Therefore

$$T_a-T=T(1-T)\,C\,a^2+O(a^4).$$

The next power is $a^4$ because the formula depends on $a$ through $a^2$. Here $C=0.239+0.150=0.389$ bohr$^{-2}$. At $a=0.125$ bohr this predicts a relative error of $0.389\times0.0156\approx0.6\%$, as in the table.

The leading term can be removed by combining two grids:

$$\frac{4T_{a/2}-T_a}{3}=\frac{4(0.0020097)-0.0020462}{3}=0.0019975 .$$

**Q:** So one halving at one energy tells me whether the grid is good?

**A:** Not safely. For a thick barrier the first term of $C$ dominates and grows with $d$, so a spacing that serves a thin barrier can fail for a thick one. As $E\to V_0$, on the other hand, $\kappa\to0$ and $C\to-k^2/4$, which is negative. At $E=0.1$ hartree it is positive, so it passes through zero in between. Near that energy the leading error vanishes, and a grid fine enough for the higher orders to be small does much better than it will at other energies. Refine at several energies.

**Q:** Fine. I refine until the transmission settles, and then the Hamiltonian is validated.

**A:** Suppose you forgot the factor ½ and typed $t'=1/a^2$, with on-site energy $2t'+V_j$. What happens when you refine?

**Q:** The wrong hopping should give nonsense, or fail to converge.

**A:** It converges just as well. Your matrix is now a correct discretization of $-\psi''+V\psi=E\psi$, the equation for mass ½. In the continuum formula, $V_0^2/[4E(V_0-E)]$ does not contain the mass, but $\kappa$ falls to $\sqrt{V_0-E}=0.632$ bohr$^{-1}$. The limit is $T=0.01619$, about 8.1 times the value you wanted.

On the same six grids, the order estimated from the last two errors, measured against this mass-½ limit, is 2.00. Combining the two finest grids as before gives 0.01619, and the defect stays below $3\times10^{-14}$. Refinement removes the error of the grid, but it cannot tell you that you are solving another equation.

**Q:** Then what would have told me?

**A:** A comparison with something known independently of the code. The barrier formula does it here. A cheaper test of the hopping is a free ring, whose lowest nonzero level should be $k_1^2/2$, with $k_1=2\pi/L$ for circumference $L$. Define $m_{\rm eff}=k_1^2/(2E_1)$. Expanding $E_1=2t(1-\cos k_1a)$,

$$m_{\rm eff}=\frac{1}{2ta^2}\left(1+\frac{k_1^2a^2}{12}+\dots\right).$$

I diagonalised a ring of 64 sites with $a=0.125$ bohr. The correct hopping gives 1.0008 electron masses and the doubled one 0.5004. The small excess is the $k_1^2a^2/12$ term; the factor of two is the mistake.

The ring tests the hopping and, if you also check that its lowest level is zero, the on-site energy of the free chain, but nothing specific to the barrier. If I halve a single bond in the middle of the barrier, in both directions so that $H$ stays Hermitian, a separate ring knows nothing of it. At $a=0.125$ bohr the transmission drops to $3.0\times10^{-5}$, about 67 times too small, with a defect of $2\times10^{-15}$. A benchmark has to run through the part of the code you want to trust.

**Q:** Should I delete the unitarity check, then?

**A:** Keep it for what it detects. The identity contains $H-H^\dagger$ between factors $GW$, and $iGW\alpha$ is the wave function in the device. The defect therefore responds to the non-Hermitian part of $H$ where the wave is present, summed over the device. Gain on some sites can cancel loss on others, so a zero defect does not prove that $H$ is Hermitian. At $a=0.5$ bohr, an absorbing term $-i\eta$ with $\eta=0.01$ hartree on every barrier site gives a defect of 0.019. Multiplying the hopping element in the middle of the barrier by 1.2 without changing its transposed partner gives 0.011.

It also detects wrong flux normalisation. Take a step down to $-0.3$ hartree with $a=1$ bohr and $E=0.1$ hartree. The kinetic energies are 0.1 and 0.4 hartree, so the continuum velocity ratio is $\sqrt{0.4/0.1}=2$. With $t=0.5$ hartree, the ratio of lattice velocities is

$$\frac{\sin\varphi_R}{\sin\varphi_L}=\sqrt{\frac{0.4\,(1-0.2)}{0.1\,(1-0.05)}}=1.835 .$$

For a wave coming from the left, lattice velocities give $R+T=1.000$; continuum velocities applied to the same amplitudes give 1.077. With identical leads the ratio is one in either case, and this mistake stays hidden.

**Q:** So a failed unitarity check tells me that something is broken, while a passed one leaves both the grid and the equation open.

**A:** Yes, provided the failure is well above rounding error, your stencil gives a Hermitian matrix by construction, and you did not put absorption in on purpose. A correct stencil need not be symmetric: for a position-dependent mass, $-\tfrac12(w\psi')'$ with $w=1/m$, expanding the derivative and using central differences for $-\tfrac12(w\psi''+w'\psi')$ gives $H\neq H^\dagger$. For smooth $w$ the defect is then in general nonzero and falls as $a^2$, which is grid error and not a bug. With deliberate absorption, $S^\dagger S\neq1$ is the correct answer, and the quantity to compare is the loss predicted by the identity.
